# Far-Field Band Alignment at a Neutral Lateral Junction of Two-Dimensional Semiconductors

## The physical situation

Two semiconducting monolayers are joined edge to edge along a straight line. Bonds across the seam redistribute charge and leave an electric dipole there. At a planar interface between two bulk crystals, such a dipole shifts the bands of one crystal against those of the other at every depth. Does the dipole of a lateral junction do the same?

The difference is geometric. A planar interface carries a sheet of dipoles, whereas a lateral junction carries a line of them. Take the line along \(y\), at \(x=0\) in the plane \(z=0\), with dipole \(p\) per unit length pointing to \(+x\). Since \(p\) is charge times length per length, it has the unit of charge. In atomic units, without any screening, the potential in the plane at \(x>0\) is

\[
\int_{-\infty}^{\infty}\frac{p\,x\,dy}{(x^2+y^2)^{3/2}}
=\frac{p}{x}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{2p}{x},
\qquad y=x\tan\theta .
\]

At height \(z\) the same integral gives \(2px/(x^2+z^2)\). Stacking such lines along \(z\), with dipole \(\mu\) per unit area, gives

\[
\int_{-\infty}^{\infty}\frac{2\mu x\,dz}{x^2+z^2}=2\pi\mu\,\operatorname{sgn}x ,
\]

which is a permanent step of \(4\pi\mu\). The line's potential decays; the sheet's does not. It remains to include the polarization of the monolayers themselves.

## Conventions and the statement

Each monolayer has an electron affinity \(A\) and an ionization energy \(I\), measured from the vacuum level of the isolated neutral layer. The layers are flat, have no out-of-plane dipole and contain no free carriers. The junction carries no net line charge. The electrostatic potential \(\phi\) is assumed to shift the bands rigidly. An electron has energy \(-\phi\) in it, so the conduction edges are

\[
E_c^R(x)=-A_R-\phi(x),\qquad E_c^L(-x)=-A_L-\phi(-x),\qquad x>0 .
\]

Their difference is

\[
\Delta E_c(x)=A_L-A_R-D(x),\qquad D(x)=\phi(x)-\phi(-x).
\]

The valence offset is \(\Delta E_v=I_L-I_R-D\), by the same subtraction. The alignment returns to the common-vacuum-level value if \(D\to0\).

An in-plane field \(-\phi'\) induces a sheet polarization \(-\alpha\phi'\), where \(\alpha\) is the polarizability per unit area. The natural length is \(r_0=2\pi\alpha\). The media above and below have permittivities \(\varepsilon_1\) and \(\varepsilon_2\). Around a line charge \(\lambda\) in the plane between them, the field is radial and equal on both sides. Gauss's law over the two half-cylinders gives \((\varepsilon_1+\varepsilon_2)\pi rE=4\pi\lambda\), hence

\[
E=\frac{2\lambda}{\kappa r},\qquad \kappa=\frac{\varepsilon_1+\varepsilon_2}{2}.
\]

## First derivation: solving the uniform sheet

Let \(\alpha\) be the same on both sides. Define \(\tilde\phi(q)=\int e^{-iqx}\phi(x)\,dx\).

A unit line charge has potential \(-(2/\kappa)\ln|x|\) plus a constant, and its derivative is \(-2/(\kappa x)\). The principal-value transform of \(1/x\) is \(-i\pi\operatorname{sgn}q\). If \(\tilde K\) is the transform of the potential, then \(iq\tilde K=2\pi i\operatorname{sgn}(q)/\kappa\), so that

\[
\tilde K(q)=\frac{2\pi}{\kappa|q|},\qquad q\neq0 .
\]

The junction's charge density is \(-p\,\delta'(x)\), with transform \(-iqp\). The induced density is minus the derivative of the induced polarization, \((\alpha\phi')'\), with transform \(-\alpha q^2\tilde\phi\). Therefore

\[
\tilde\phi=\frac{2\pi}{\kappa|q|}\left(-iqp-\alpha q^2\tilde\phi\right).
\]

Multiplying by \(\kappa|q|\) and collecting the terms in \(\tilde\phi\) gives

\[
\tilde\phi(q)=\frac{-2\pi i p\,\operatorname{sgn}q}{\kappa+r_0|q|}.
\]

This function is odd in \(q\), so only the sine part of \(e^{iqx}\) contributes to the inverse transform:

\[
\phi(x)=2p\int_0^\infty\frac{\sin qx}{\kappa+r_0q}\,dq .
\]

For \(x>0\), write \(1/(\kappa+r_0q)=\int_0^\infty e^{-s(\kappa+r_0q)}ds\) and do the \(q\) integral first. A vanishing convergence factor \(e^{-\eta q}\) justifies the exchange. Then

\[
\phi(x)=2p\int_0^\infty e^{-\kappa s}\frac{x}{x^2+r_0^2s^2}\,ds .
\]

The substitution \(s=xt/r_0\) yields

\[
\phi(x)=\frac{2p}{r_0}\,f\!\left(\frac{\kappa x}{r_0}\right),\qquad
f(z)=\int_0^\infty\frac{e^{-zt}}{1+t^2}\,dt ,
\]

and \(\phi(-x)=-\phi(x)\).

**Far from the junction.** Since \(1/(1+t^2)=1-t^2/(1+t^2)\),

\[
f(z)=\frac1z-\int_0^\infty\frac{t^2e^{-zt}}{1+t^2}\,dt .
\]

The last integral is positive and smaller than \(\int_0^\infty t^2e^{-zt}dt=2/z^3\). Thus \(1/z-2/z^3<f(z)<1/z\), and

\[
D(x)=2\phi(x)\longrightarrow\frac{4p}{\kappa x}\longrightarrow0 .
\]

The sheet polarizability drops out of the leading term.

**Close to the junction.** Here \(f(0)=\pi/2\), so

\[
D(0^+)=\frac{4p}{r_0}\,\frac{\pi}{2}=\frac{2\pi p}{r_0}=\frac{p}{\alpha}.
\]

This finite step is independent of \(\kappa\). It has a direct meaning. The jump \(p/\alpha\) in \(\phi\) produces a concentrated induced polarization \(-\alpha(p/\alpha)\delta(x)=-p\,\delta(x)\), which cancels the original dipole. What remains is the smooth part of \(-\alpha\phi'\),

\[
P(x)=\frac{p\kappa}{\pi r_0}\,g\!\left(\frac{\kappa|x|}{r_0}\right),\qquad g=-f' .
\]

Its integral is \((2p/\pi)f(0)=p\). The sheet spreads the dipole over a width of order \(r_0/\kappa\) without changing its total. From far away, the spread-out dipole has the same leading potential as the original line.

## Second derivation: the total dipole in real space

Now let \(\alpha(x)\) vary smoothly across the junction and be constant and positive far away on each side. Let \(P_0(x)\) be the junction's own localized polarization, with \(\int P_0\,dx=p\). The total is

\[
P(x)=P_0(x)-\alpha(x)\phi'(x).
\]

Adding the potentials of its dipole lines gives

\[
\phi(x)=\frac2\kappa\,\mathrm{PV}\!\!\int_{-\infty}^{\infty}\frac{P(x')}{x-x'}\,dx' ,
\]

where PV denotes the principal value. Assume that the response is localized: \(|P|\) is integrable, and \(x^2P'(x)\to0\) at large \(|x|\). Write \(p_{\rm eff}=\int P\,dx\). For large positive \(x\), multiply the integral by \(x\) and divide its range into three parts.

1. For \(|x'|<x/2\), the factor \(x/(x-x')\) lies between \(2/3\) and 2 and tends to 1 at fixed \(x'\). This part tends to \(p_{\rm eff}\).
2. For \(x/2<x'<3x/2\), the principal value of \(1/(x-x')\) alone integrates to zero. One may therefore replace \(P(x')\) by \(P(x')-P(x)\). The quotient is at most \(\max|P'|\) over a range of length \(x\), so this part is at most \(x^2\max|P'|\), which tends to zero.
3. Elsewhere \(|x-x'|\ge x/2\). This part is at most \(2\int_{|x'|>x/2}|P|\,dx'\), which also tends to zero.

The same argument holds for negative \(x\). Hence

\[
\phi(x)\longrightarrow\frac{2p_{\rm eff}}{\kappa x},\qquad
D(x)\longrightarrow\frac{4p_{\rm eff}}{\kappa x}\longrightarrow0 .
\]

Because \(\phi\) vanishes at both ends, integration by parts has no boundary term:

\[
p_{\rm eff}=p-\int\alpha\phi'\,dx=p+\int\alpha'\phi\,dx .
\]

For equal sheets \(\alpha'=0\), so \(p_{\rm eff}=p\) and the first result is recovered. Unequal sheets can change the strength of the tail but leave the limiting alignment alone.

A strong-contrast case tests this relation. With \(\kappa=1\), screening lengths of 10 Å on the left and 70 Å on the right, and a dipole centred 30 Å to the right, a self-consistent solution gives \(p_{\rm eff}/p=0.702\) from the integral. The potential difference at 1500 Å gives the same ratio to within 0.001.

## What each derivation assumes

The first derivation assumes equal, uniform sheets and an ideal dipole line. In return it gives the whole profile and proves the decay without presupposing it. The second allows unequal sheets and a dipole of finite width, but it presupposes a localized response and gives only the tail. The uniform solution satisfies that presupposition: its \(\phi'\) falls as \(x^{-2}\) and its \(P'\) as \(x^{-3}\).

Both use linear, local, static response and an isolated layer. Both exclude free carriers. Both also need a junction longer than the distance of interest. For an unscreened line of length \(\ell\), observed opposite its centre, integrating between \(\pm\ell/2\) multiplies \(2p/x\) by \([1+(2x/\ell)^2]^{-1/2}\). With \(\ell=10\,000\) Å the factor at 1000 Å is 0.98.

A net line charge \(\lambda\) must be treated separately. In equal sheets its potential is even in \(x\), so it cancels from \(D\). It still bends the bands, with far potential \(-(2\lambda/\kappa)\ln|x|\), and there is then no flat vacuum level to return to. In vacuum, this far form gives a change in potential energy of about 0.066 eV between 100 and 1000 Å for 0.001 e/Å.

## A worked example

Take \(p=0.10\) e, \(r_0=40\) Å and \(\kappa=1\). The affinities are 4.2 eV on the left and 3.9 eV on the right; the ionization energies are 6.2 and 5.7 eV. To convert the formulas, multiply charge divided by length by 14.40 eV Å. The far offsets are

\[
\Delta E_c=4.2-3.9=0.30\ \text{eV},\qquad
\Delta E_v=6.2-5.7=0.50\ \text{eV}.
\]

The near-junction shift is

\[
D(0^+)=\frac{2\pi(0.10)(14.40)}{40}\ \text{eV}=0.226\ \text{eV}.
\]

Right at the seam the conduction offset is therefore \(0.300-0.226=0.074\) eV, and the valence offset is 0.274 eV. The recovery with distance is:

| \(x\) (Å) | \(D\) (eV) | \(4p/x\) (eV) | \(\Delta E_c\) (eV) |
|---:|---:|---:|---:|
| 10 | 0.155 | 0.576 | 0.145 |
| 40 | 0.089 | 0.144 | 0.211 |
| 100 | 0.049 | 0.058 | 0.251 |
| 300 | 0.019 | 0.019 | 0.281 |
| 1000 | 0.006 | 0.006 | 0.294 |

At 10 Å the sheet has reduced the bare-line value by nearly a factor of four. At 300 Å the two differ by about 3% of the bare value, within the bound \(2(r_0/x)^2=3.6\%\) derived above. About 60% of the spread-out dipole lies within \(|x|<r_0\).

The shift falls to \(k_BT\) at 300 K, 0.026 eV, at 211 Å (21 nm). It reaches 0.01 eV at 571 Å (57 nm). An offset read a few nanometres from the seam thus still differs from the far value by roughly 0.1 eV in this model.

For screening lengths of 30 and 50 Å, with edge-width parameter and Gaussian dipole width both held at 10 Å, a centred dipole gives \(p_{\rm eff}/p=1.00\). Moving it 10 Å to the left gives 1.08; moving it 10 Å to the right gives 0.92. The integral for \(p_{\rm eff}\) explains the signs. Here \(\alpha'>0\) is concentrated near \(x=0\), where \(\phi\) is positive if the dipole lies to the left and negative if it lies to the right.

## Periodic supercells

A plane-wave calculation usually repeats the layer along \(z\) with spacing \(L_z\). This changes the geometry: the dipole lines now form a stack. For vacuum between the layers, a line charge at height \(h\) contributes \(2\pi e^{-|q|h}/|q|\). Summing the images multiplies the planar kernel by

\[
C=1+2\sum_{n=1}^{\infty}e^{-n|q|L_z}=\coth\frac{|q|L_z}{2}.
\]

Repeating the Fourier solution with this factor gives

\[
\tilde\phi(q)=\frac{-2\pi i p\,\operatorname{sgn}(q)\,C}{1+r_0|q|C}.
\]

At small \(q\), \(C\to2/(|q|L_z)\), so

\[
\tilde\phi(q)\longrightarrow\frac{-4\pi i p}{q(L_z+2r_0)} .
\]

A step of total height \(S\), \((S/2)\operatorname{sgn}x\), has transform \(-iS/q\). Comparison yields

\[
S=\frac{4\pi p}{L_z+2r_0}.
\]

For \(L_z=20\) Å this is \(4\pi(0.10)(14.40)/100=0.181\) eV; for 200 Å it is 0.065 eV. Explicit image sums evaluated at 1000 Å agree with the formula to within 0.1% at both spacings. At fixed \(L_z\), widening the cell along \(x\) does not remove this step. The isolated-layer limit requires \(L_z\to\infty\) as well, or an electrostatic treatment that removes the images.

## Real junctions and the role of doping

The example's parameters are illustrative round values, not calculated or measured properties of a particular pair of materials. On a thick oxide of permittivity about 3.9, with vacuum above, \(\kappa=2.45\). The shift at 100 Å then drops from 0.049 to 0.023 eV, with \(p\) and \(r_0\) held fixed.

In a doped junction the assumption of no free carriers fails. Carriers equalize the Fermi level and can maintain a vacuum-level difference far from the seam. If both sides are n-type with equal \(E_F-E_c\), their distant conduction edges align: the far offset becomes zero instead of 0.30 eV.

Two oppositely charged strips give a length scale. Let the right strip carry charge density \(+N\), the left \(-N\), each of width \(W\). Both are depletion strips only if the left side is p-type. In an n–n junction the negative charge on the left consists of accumulated electrons, and the equal-strip model is then only a rough guide. Without sheet screening, in vacuum,

\[
\phi(W)=-2N\left[\int_0^W\ln u\,du-\int_W^{2W}\ln u\,du\right].
\]

The integrals are \(W\ln W-W\) and \(W\ln W+2W\ln2-W\). Thus \(\phi(W)=4\ln2\,NW\), and since \(\phi\) is odd, the difference between the outer edges is \(8\ln2\,NW\). For 0.3 eV between those edges, \(W\) is about 3800 Å at \(10^{10}\) cm⁻², 380 Å at \(10^{11}\) cm⁻² and 40 Å at \(10^{12}\) cm⁻². These are order-of-magnitude estimates, and the last is weakest: there \(W\) is comparable with \(r_0\) and smaller than the mean dopant spacing of 100 Å, so a uniform charge density is doubtful. Including sheet screening with \(r_0=40\) Å widens the last two estimates to about 420 Å and 64 Å, and at \(10^{11}\) cm⁻² the dopant spacing of about 320 Å is already comparable with \(W\).

The strips alone cannot hold the offset far away: together they are neutral, so beyond their edges the potential difference decays like that of any dipole line. A lasting step needs further charge outside the strips. If, again in vacuum and without sheet screening, the density there falls off as \((2N/\pi)\arcsin(W/|x|)\), with the sign of the adjoining strip, the potential is flat on each side and the step is \(4\pi NW\). The widths for 0.3 eV are then smaller by a factor of about 2.3. At \(10^{12}\) cm⁻², carriers intervene well before the 211 Å at which the dipole shift reaches \(k_BT\).

Some other effects can be estimated for the example. With mass \(0.5\,m_e\), fourfold degeneracy and the smallest cross gap of 1.5 eV, the thermal carrier density at 300 K is only a few per cm². The junction field at 10 Å is 0.20 MV/cm, below a rough breakdown scale of a few MV/cm. The ideal line's field grows logarithmically closer in, where a finite dipole width must be used. Inside the seam the field reverses and can reach a few MV/cm for a dipole a few angstroms wide, comparable with that scale. The potential energy changes by only about 0.2 eV there, however, far less than either gap. The electron decay length at energy \(D(0^+)/2\) is about 8 Å, so the band-edge picture is reasonable over \(r_0\) but not within the first several angstroms. For the ideal line with this dipole sign, and with \(D(0^+)\) smaller than the far offset of 0.30 eV, the conduction edge rises steadily from left to right, so there is no separate spike to tunnel through. A dipole of the same sign strong enough to bring \(D(0^+)\) above 0.30 eV, here \(p\) above about 0.133 e, would make the edge drop at the seam and leave a spike. In a seam of finite width, a narrow spike can appear even for the example's dipole, if the affinity and the dipole potential change over different widths. The drop of the edge past the spike cannot exceed \(D(0^+)\). It is about 0.05 eV when the affinity changes abruptly and the dipole is a few angstroms wide, and about 0.16 eV for a Gaussian dipole of width 1 Å under an affinity step with edge-width parameter 20 Å.

The numerical output gives the remaining digits.

## Computed results

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
dipole per length p = 0.10 e; screening length r0 = 40 angstrom
affinities left, right = 4.2, 3.9 eV
ionization energies left, right = 6.2, 5.7 eV
far conduction offset = 0.300 eV; far valence offset = 0.500 eV
near-junction shift D(0+) = 0.2262 eV
near conduction offset = 0.0738 eV
near valence offset = 0.2738 eV
x (angstrom), D (eV), unscreened 4p/x (eV), conduction offset (eV):
      10  0.1550  0.5760  0.1450
      40  0.0895  0.1440  0.2105
     100  0.0486  0.0576  0.2514
     300  0.0186  0.0192  0.2814
    1000  0.0057  0.0058  0.2943
kT at 300 K = 0.02585 eV
D falls to kT at x = 210.6 angstrom = 21.06 nm
D falls to 0.01 eV at x = 570.6 angstrom = 57.06 nm
share of total dipole within |x| < r0 = 0.6044
unequal sheets r0 left, right = 30, 50 angstrom
  edge width parameter = 10, dipole width = 10 angstrom
  dipole centre -10 angstrom: p_eff/p = 1.0843
  dipole centre +0 angstrom: p_eff/p = 0.9977
  dipole centre +10 angstrom: p_eff/p = 0.9196
strong-contrast test (10, 70 angstrom; centre +30): p_eff/p = 0.7019
  same ratio read from the tail at 1500 angstrom = 0.7026
oxide below, mean permittivity = 2.45: D(100 angstrom) = 0.0225 eV
junction 10000 angstrom long: factor on D(1000 angstrom) = 0.9806
line charge 0.001 e/angstrom: bending from 100 to 1000 angstrom = 0.0663 eV
doping 1e+10 cm^-2: strip width for 0.3 eV = 3757.1 angstrom
doping 1e+11 cm^-2: strip width for 0.3 eV = 375.7 angstrom
doping 1e+12 cm^-2: strip width for 0.3 eV = 37.6 angstrom
mass = 0.5 m_e; band degeneracy = 4; smallest cross gap = 1.50 eV
thermal carrier estimate at 300 K = 2.72e+00 cm^-2
field size at 10 angstrom = 0.00203 V/angstrom = 0.203 MV/cm
electron decay length at energy D(0+)/2 = 8.21 angstrom
repeated layers, spacing 20 angstrom: permanent step = 0.1810 eV
repeated layers, spacing 200 angstrom: permanent step = 0.0646 eV
```
